\section*{Acceptor Binding Energy in the Spherical Baldereschi-Lipari Model}

\section{A binding energy between two Rydbergs}

A model crystal with Luttinger parameters $\gamma_1=10$, $\gamma_2=3$, $\gamma_3=4$ and dielectric constant $\epsilon_r=15$ binds a hole to an acceptor with $11.8$ meV when its Hamiltonian is averaged over joint rotations of momentum and spin. A hydrogenic estimate with the mass $m_0/\gamma_1$ gives $6.0$ meV, and one with the heavy-hole mass gives $21.6$ meV. When the band parameter $\mu$ defined below is raised from this model's $0.72$ to $0.99$, the binding rises from $1.96$ to $44.1$ times the first estimate, yet falls from $0.549$ to $0.441$ of the second. Both trends need an explanation.

\section{Assumptions and theorem}

The hole lies in the fourfold $\Gamma_8$ band and the spin-orbit splitting is infinite, so the band index is a spin $J=3/2$. The potential is Coulombic with a static $\epsilon_r$ and no central-cell part. Energies are in $R_0=\mathrm{Ry}/(\gamma_1\epsilon_r^2)$, lengths in $a_0=\epsilon_r\gamma_1a_B$, $\hbar=1$, and $\{ab\}=(ab+ba)/2$. With hole energies counted positive, the Hamiltonian is $H_L-2/r$, where
\begin{equation}
\gamma_1H_L=\left(\gamma_1+\tfrac52\gamma_2\right)p^2-2\gamma_2\sum_ip_i^2J_i^2-2\gamma_3\sum_{i\ne k}p_ip_k\{J_iJ_k\}.
\end{equation}

\subsection*{Theorem}
Let $\mu=(6\gamma_3+4\gamma_2)/(5\gamma_1)$ with $0\le\mu<1$, and $\beta=(1-\mu)/(1+\mu)$.

(i) The rotational average of $H_L-2/r$ is the Baldereschi-Lipari Hamiltonian
\begin{equation}\label{sph}
H=p^2-\mu M-\frac2r,\qquad M=(\mathbf p\cdot\mathbf J)^2-\tfrac54p^2 .
\end{equation}

(ii) Its even states with $F=3/2$, $\mathbf F=\mathbf L+\mathbf J$, have an $L=0$ part $f$ and an $L=2$ part $g$ obeying
\begin{align}
-\Big(f''+\frac2rf'\Big)-\frac2rf+\mu\Big(g''+\frac5rg'+\frac3{r^2}g\Big)&=Ef,\label{rf}\\
-\Big(g''+\frac2rg'-\frac6{r^2}g\Big)-\frac2rg+\mu\Big(f''-\frac1rf'\Big)&=Eg.\label{rg}
\end{align}

(iii) The lowest solution, $S_{3/2}$, has a binding $|E|$ that increases strictly with $\mu$ from $1$, and $|E|=\varepsilon(\beta)/(1-\mu)$ with $3/7\le c\le\varepsilon\le1$ and $\varepsilon\to c$ as $\mu\to1$; numerically $c=0.4360$.

\section{The spherical average}

\subsection*{Lemma 1}
Part (i) holds, and the remainder is proportional to $\delta=(\gamma_3-\gamma_2)/\gamma_1$ and has no first-order effect on an $F=3/2$ level.

\emph{Proof.} Define the traceless symmetric tensors $P_{ik}=3p_ip_k-\delta_{ik}p^2$ and $J_{ik}=3S_{ik}$, $S_{ik}=\{J_iJ_k\}-\tfrac54\delta_{ik}$, where $\sum_iS_{ii}=J^2-\tfrac{15}4=0$. Split their contraction into $D=\sum_iP_{ii}J_{ii}$ and $O=\sum_{i\ne k}P_{ik}J_{ik}$. Because $S$ is traceless the $\delta_{ik}p^2$ term drops out:
\begin{equation}
D=9\sum_ip_i^2J_i^2-\tfrac{45}4p^2,\quad O=9\sum_{i\ne k}p_ip_k\{J_iJ_k\},\quad D+O=9M .
\end{equation}
Substituting $\sum_ip_i^2J_i^2=D/9+\tfrac54p^2$ cancels the term $\tfrac52\gamma_2p^2$, so $\gamma_1H_L=\gamma_1p^2-\tfrac29(\gamma_2D+\gamma_3O)$.

The average is $\int dR\,U_R^\dagger H_L(R\mathbf p)U_R$, with normalised measure and $U_R^\dagger J_iU_R=\sum_jR_{ij}J_j$, so that $P$ and $J$ turn together. $D$ is the scalar product of $P$ with $\Pi J$, where $\Pi$ projects the five-dimensional space of traceless symmetric tensors on its two-dimensional diagonal part. The averaged $\Pi$ commutes with all rotations; the space is irreducible, so by Schur's lemma it is a multiple of the identity, and averaging keeps the trace $2$. Hence $D\to\tfrac25(D+O)$ and $O\to\tfrac35(D+O)$, and
\begin{equation}
H_L\to p^2-\frac{2}{9\gamma_1}\,\frac{2\gamma_2+3\gamma_3}{5}\,9M=p^2-\mu M .
\end{equation}
With $\bar\gamma=(2\gamma_2+3\gamma_3)/5$ one has $\gamma_2-\bar\gamma=-\tfrac35\delta\gamma_1$ and $\gamma_3-\bar\gamma=\tfrac25\delta\gamma_1$, so the remainder is $W=\tfrac{2\delta}{45}(3D-2O)$, with zero average.

The $4\times4$ matrix of $W$ in an $F=3/2$ multiplet commutes with the cubic rotations. The fourfold rotation about $z$ has four distinct eigenvalues $e^{-i\pi m/2}$, so the matrix is diagonal. The fourfold rotation about $y$ has elements of modulus $\sqrt{1/8}$ or $\sqrt{3/8}$, none zero, so the diagonal entries are equal. The trace over the multiplet is unchanged by averaging and is therefore zero. $\square$

\emph{Remark.} The lowest eigenvalue of given parity is a minimum of functions linear in $\delta$, hence concave in $\delta$. If $S_{3/2}$ is that level, zero slope means that $W$ can only lower it, starting at order $\delta^2$.

\section{The radial equations}

\subsection*{Lemma 2}
Part (ii) holds for $\psi=[f(r)+g(r)Q(\hat{\mathbf r})]\chi/\sqrt{4\pi}$, with $\chi$ a constant unit spinor and $Q(\mathbf n)=\sum n_in_kS_{ik}=(\mathbf n\cdot\mathbf J)^2-\tfrac54$.

\emph{Proof.} The helicity $\mathbf n\cdot\mathbf J$ has eigenvalues $\pm\tfrac32$ and $\pm\tfrac12$, so $Q=\tfrac94-\tfrac54=+1$ or $\tfrac14-\tfrac54=-1$, and $Q^2=1$. Since $M=p^2Q(\hat{\mathbf p})$, the bands are $(1-\mu)p^2$ (heavy, $Q=+1$) and $(1+\mu)p^2$ (light), and $\beta$ is the mass ratio $m_l/m_h$. The elements of $Q$ are $L=2$ harmonics because $S$ is traceless, and $Q$ commutes with $\mathbf F$, so $Q\chi$ has $L=2$, $F=3/2$. Coupling $L$ to $J=3/2$ gives $F=3/2$ once for each $L=0,\dots,3$; the ansatz therefore holds all even states. The angular average of $Q$ is zero and $Q^2=1$, so $\int r^2(f^2+g^2)\,dr=1$.

From $\partial_kf=n_kf'$ and $\partial_in_k=(\delta_{ik}-n_in_k)/r$ follows $\partial_i\partial_kf=n_in_k(f''-f'/r)+\delta_{ik}f'/r$. Contracting with the traceless $S$,
\begin{equation}
Mf\chi=-\sum S_{ik}\partial_i\partial_kf\,\chi=-(f''-f'/r)\,Q\chi ,
\end{equation}
so $-\mu M$ supplies the last term of \eqref{rg} and no diagonal term in \eqref{rf}. The plane-wave expansion carries a harmonic of order $L$ to the same harmonic times $i^L$, so $\psi$ has the momentum form $(u+vQ(\hat{\mathbf p}))\chi$ with
\begin{equation}\label{ft}
u=\int r^2fj_0(pr)\,dr,\qquad v=-\int r^2gj_2(pr)\,dr ,
\end{equation}
inverted by $f=\tfrac2\pi\int p^2uj_0\,dp$, $g=-\tfrac2\pi\int p^2vj_2\,dp$. Then $M\,vQ\chi=p^2vQ^2\chi=p^2v\chi$ is pure $L=0$, which excludes a diagonal term in \eqref{rg}. Its radial form follows from hermiticity. Integrating by parts, with boundary terms that vanish for bounded $f,f'$ and $g=O(r)$,
\begin{equation}
\int r^2g\Big(f''-\frac{f'}r\Big)dr=\int f\,[(r^2g)''+(rg)']\,dr=\int r^2f\Big(g''+\frac{5g'}r+\frac{3g}{r^2}\Big)dr ,
\end{equation}
since $(r^2g)''=r^2g''+4rg'+2g$ and $(rg)'=rg'+g$. The Laplacian gives $L(L+1)/r^2=6/r^2$ for $g$. $\square$

The sign of the coupling depends on the phase of the $L=2$ state, fixed here as $+Q\chi$.

\subsection*{Lemma 3}
Every regular solution with $f(0)=1$ has $f=1+f_1r+\lambda_fr^2\ln r+O(r^2)$ and $g=g_1r+\lambda_gr^2\ln r+O(r^2)$, with
\begin{equation}
f_1=-\frac1{1-\mu^2},\quad g_1=\frac\mu4f_1,\quad\lambda_g=\frac{\mu}{10(1-\mu^2)^2},\quad\lambda_f=\tfrac52\mu\lambda_g .
\end{equation}

\emph{Proof.} On $(f,g)\propto r^s$ the kinetic terms give $r^{s-2}$ times
\begin{equation}
K(s)=\begin{pmatrix}-s(s+1)&\mu(s+1)(s+3)\\ \mu s(s-2)&-(s+3)(s-2)\end{pmatrix},
\end{equation}
using $s(s-1)+5s+3=(s+1)(s+3)$ and $s(s+1)-6=(s+3)(s-2)$. The determinant is $(1-\mu^2)s(s+1)(s+3)(s-2)$. The exponents $-1$ and $-3$ give infinite kinetic energy and are rejected; for $s=0$ the second row forces $g(0)=0$. At order $1/r$, $K(1)$ balances the Coulomb term: $-2f_1+8\mu g_1=2$ and $-\mu f_1+4g_1=0$, so $-2(1-\mu^2)f_1=2$. At order $r^0$ the second row of $K(2)$ vanishes while the Coulomb term leaves $2g_1$, which requires a logarithm. As $r^s\ln r=\partial_sr^s$, the logarithmic terms contribute $K(2)\ln r+K'(2)$. Cancelling $\ln r$ gives $-6\lambda_f+15\mu\lambda_g=0$, and the second row of $K'(2)$ gives $2\mu\lambda_f-5\lambda_g=2g_1$, that is $-5(1-\mu^2)\lambda_g=2g_1$. $\square$

The $D$ part thus starts linearly in $r$, because the cusp of $f$ drives it.

\section{Growth of the binding}

\subsection*{Lemma 4}
With $A=f'$, $B=g'+3g/r$ and projectors $P_{h,l}=[1\pm Q(\hat{\mathbf p})]/2$,
\begin{equation}
T_{h,l}\equiv\langle p^2P_{h,l}\rangle=\tfrac12\int r^2(A\pm B)^2dr ,
\end{equation}
and $|E|$ increases strictly with $\mu$.

\emph{Proof.} Since $\int6rgg'\,dr=-3\int g^2dr$, one has $\int r^2B^2dr=\int(r^2g'^2+6g^2)\,dr$, so $T_h+T_l=\langle p^2\rangle=\int r^2(A^2+B^2)\,dr$. One integration by parts gives $\int r^2g(f''-f'/r)\,dr=-\int f'(r^2g'+3rg)\,dr=-\int r^2AB\,dr$. Because $Mf\chi=-(f''-f'/r)Q\chi$, each of the two cross terms of $M$ equals $+\int r^2AB\,dr$, and $M$ has no diagonal terms, so $T_h-T_l=\langle M\rangle=2\int r^2AB\,dr$. Sum and difference give the formula; a state is purely heavy when $A=B$.

$E(\mu)$ is a minimum of functions linear in $\mu$, hence concave. The pair $(2e^{-r},0)$ has energy $-1=E(0)$ for every $\mu$ but violates \eqref{rg} for $\mu\neq0$, so $E(\mu)<-1$ there. Let $\mu_1=t\mu_2$, $0<t<1$. If $E(\mu_2)\ge E(\mu_1)$, concavity would give $E(\mu_1)\ge(1-t)E(0)+tE(\mu_1)$, that is $E(\mu_1)\ge-1$, a contradiction. $\square$

The map $g\to-g$ reverses $B$ and leaves norm and potential unchanged, so $E$ is even in $\mu$ and the growth starts at order $\mu^2$.

\subsection*{Lemma 5}
The scaling and the bounds of part (iii) hold, with $-c$ the minimum of $\langle H'\rangle$, defined below, over the purely heavy states of the even $F=3/2$ sector.

\emph{Proof.} Rescale $r\to(1-\mu)r$, so $p^2\to p^2/(1-\mu)^2$. Then $H=(1-\mu)p^2P_h+(1+\mu)p^2P_l-2/r$ becomes $H'/(1-\mu)$ with
\begin{equation}
H'=p^2\big(P_h+\beta^{-1}P_l\big)-\frac2r ,
\end{equation}
whose lowest eigenvalue in the sector is $-\varepsilon$. The new units are the Rydberg and radius of the heavy mass. As $\beta^{-1}\ge1$ multiplies $T_l\ge0$, $\varepsilon$ cannot rise when $\beta$ falls, and $H'\ge p^2-2/r\ge-1$ gives $\varepsilon\le1$. Heavy states are admissible trial states for every $\beta$, so $\varepsilon\ge c$.

Take $f=(3-r)e^{-r}$, $g=-re^{-r}$. Then $A=(-1-3+r)e^{-r}$ and $B=-(1-r+3)e^{-r}$ are equal. With $\int r^ne^{-2r}dr=\tfrac14,\tfrac14,\tfrac38,\tfrac34$ for $n=1,\dots,4$,
\begin{align}
\int r^2(9-6r+2r^2)e^{-2r}dr&=\tfrac94-\tfrac94+\tfrac32=\tfrac32,\\
\int r\,(9-6r+2r^2)e^{-2r}dr&=\tfrac94-\tfrac32+\tfrac34=\tfrac32,\\
2\int r^2(16-8r+r^2)e^{-2r}dr&=2\left(4-3+\tfrac34\right)=\tfrac72 .
\end{align}
So $\langle1/r\rangle=1$ and $\langle p^2\rangle=\tfrac73$. Scaling $r\to\alpha r$ gives the energy $\tfrac73\alpha^2-2\alpha$, with minimum $-\tfrac37$ at $\alpha=\tfrac37$; hence $c\ge\tfrac37$.

For the limit, write the eigenstate as $\psi_h+\psi_l$ and $T=T_h+T_l$. The hydrogen bound applied to scaled states, $\alpha^2T-2\alpha\langle1/r\rangle\ge-1$ at $\alpha=T^{-1/2}$, gives $\langle1/r\rangle\le\sqrt T$. Negative energy gives $T\le T_h+T_l/\beta\le2\sqrt T$, so $T\le4$ and $T_l\le4\beta$. Hardy's inequality $\|\phi/r\|\le2\|p\phi\|$ follows from $0\le\int|\nabla\phi+\hat{\mathbf r}\phi/2r|^2=\int|\nabla\phi|^2-\tfrac14\int|\phi|^2/r^2$, where the cross term was integrated by parts with $\nabla\cdot(\hat{\mathbf r}/r)=1/r^2$. Split $\langle\psi|\tfrac2r|\psi\rangle=\langle\psi_h|\tfrac2r|\psi_h\rangle+\langle\psi_h|\tfrac2r|\psi_l\rangle+\langle\psi_l|\tfrac2r|\psi\rangle$. Each of the last two terms is at most $2\cdot2\sqrt{T_l}\le8\sqrt\beta$, and $T_h-\langle\psi_h|\tfrac2r|\psi_h\rangle\ge-c$. Thus $\varepsilon\le c+16\sqrt\beta$, a crude bound that proves $\varepsilon\to c$. $\square$

The divergence of $|E|$ is the divergence of the heavy mass at fixed $\gamma_1$. The constant $c$ lies below $1$ for the reason shown by the next lemma.

\subsection*{Lemma 6}
At $\beta=0$, $\psi$ has the momentum form $h(p)(1+Q)\chi$, and $U=ph$ obeys
\begin{equation}\label{int}
(p^2+c)\,U(p)=\frac1\pi\int_0^\infty[\mathcal Q_0(z)+\mathcal Q_2(z)]\,U(p')\,dp',\qquad z=\frac{p^2+p'^2}{2pp'},
\end{equation}
with Legendre functions of the second kind $\mathcal Q_L$. The $D$ weight is $\tfrac12$, $c\,h(0)=w_0\equiv\int rf\,dr$, and $g\to-3h(0)/r^3$.

\emph{Proof.} A heavy state has $u=v=h$ in \eqref{ft}, so Parseval's theorem gives equal norms for $f$ and $g$. By \eqref{ft}, $2\psi/r$ has components $(2\mathcal F,-2\mathcal G)$ with $\mathcal F=\int rfj_0\,dr$, $\mathcal G=\int rgj_2\,dr$. Since $P_{h,l}(u+vQ)=\tfrac12(u\pm v)(1\pm Q)$, its heavy amplitude is $\mathcal F-\mathcal G$ and its light amplitude is $w=\mathcal F+\mathcal G$. Hence $(p^2+c)h=\mathcal F-\mathcal G$, and $j_0(0)=1$, $j_2(0)=0$ give $c\,h(0)=w_0=w(0)$. The transform of $1/r$ is $4\pi/|\mathbf p-\mathbf p'|^2=2\pi/[pp'(z-\cos\theta)]$; comparing Heine's expansion $1/(z-t)=\sum(2L+1)\mathcal Q_L(z)P_L(t)$ with the two plane-wave expansions gives $\int rj_L(pr)j_L(p'r)\,dr=\mathcal Q_L(z)/2pp'$. Inserting the inverse transforms yields \eqref{int}. At large $r$, with $x=pr$, $g\to-\tfrac2\pi h(0)r^{-3}\int x^2j_2\,dx$. Here $x^2j_2=(3/x-x)\sin x-3\cos x$, and with a damping factor $e^{-\eta x}$, $\eta\to0$, only the first term survives and gives $3\pi/2$. $\square$

Hydrogen has the kernel $2\mathcal Q_0$ and eigenvalue $1$. Half of it is replaced here by $\mathcal Q_2$, and $0<\mathcal Q_2<\mathcal Q_0$ for $z>1$: the helicity constraint puts half of the state into a $D$ wave, which feels the centre less.

\emph{Remark (approach to the limit, leading orders in $\beta$).} The light branch is driven by $w(1-Q)\chi$, of squared norm $\tfrac2\pi\int2w^2p^2dp$, and responds with the denominator $p^2/\beta+c$. With $\kappa^2=\beta c$, second-order perturbation theory gives
\begin{equation}
\varepsilon-c\simeq\frac{4\beta}\pi\int w^2\frac{p^2}{p^2+\kappa^2}\,dp=\frac{4\beta}\pi\int w^2\Big(1-\frac{\kappa^2}{p^2+\kappa^2}\Big)dp .
\end{equation}
The second part comes from $p\sim\kappa$, where $w\simeq w_0$ and $\int\kappa^2dp/(p^2+\kappa^2)=\pi\kappa/2$. Therefore
\begin{equation}\label{asym}
\varepsilon\simeq c+a\beta-b\beta^{3/2},\qquad a=\frac4\pi\int w^2dp,\qquad b=2\sqrt c\,w_0^2 .
\end{equation}
The light part falls as $\beta w_0/r$ for $1\ll r\ll1/\kappa$, so its Coulomb energy contains $\beta^2\int dr/r$. The $r^{-3}$ tail of $g$ also gives $w$ a term linear in $p$, which adds a logarithm of the same order to the integral above. Both put the next term at order $\beta^2\ln\beta$; its coefficient is not derived here.

\section{Numbers}

The Ritz method in heavy and light exponential pairs gives $c=0.4360$, and a quadrature solution of \eqref{int} agrees within the tested $10^{-4}$; the bound $3/7=0.4286$ lies $1.7\%$ below $c$. In heavy units $w_0=1.608$, $h(0)=1.608/0.4360=3.688$, $a=1.085$ and $b=2\times0.6603\times2.586=3.415$. At $r=200$, $r^3g=-11.19$ (the exponential basis gives $-11.18$) differs from $-3h(0)=-11.07$ by $1.2\%$ of the latter, the size of $1/(cr)$. The quantity $[a-(\varepsilon-c)/\beta]/\sqrt\beta$ is $2.63$, $3.06$, $3.26$ at $\beta=10^{-3},10^{-4},10^{-5}$, which is $23\%$, $11\%$ and $4\%$ below $b$, so \eqref{asym} is approached slowly.

For the model, $\mu=(24+12)/50=0.72$, $\delta=0.1$, $\beta=0.28/1.72=0.1628$, $R_0=\mathrm{Ry}/2250=6.047$ meV and $a_0=150\,a_B=7.94$ nm. The masses are $m_h=m_0/2.8=0.357\,m_0$ and $m_l=m_0/17.2=0.058\,m_0$, and the heavy Rydberg is $6.047/0.28=21.60$ meV. With $\varepsilon=0.54867$,
\begin{equation}
|E|=0.54867/0.28=1.9595\,R_0=11.85\ \mathrm{meV},
\end{equation}
between the bounds $c/0.28=1.557$ and $1/0.28=3.571$. The state is $90\%$ heavy and $24\%$ $D$-like. Expansion \eqref{asym} fails at this $\beta$: $0.4360+0.1767-0.2243=0.388$ violates $\varepsilon\ge c$. At $\mu=0.99$, $\beta=0.00503$, it gives $0.43600+0.00545-0.00122=0.4402$ against $0.4407$, and the $D$ weight has reached $0.487$.

Lemma 3 gives $f_1=-1/0.4816=-2.076$ and $g_1=0.18f_1=-0.374$ in $1/a_0$; the integrated bound state has slopes $-2.077$ and $-0.374$ at $r=10^{-4}a_0$. At large $r$, dropping the $1/r$ terms, $f=\pm g$ obeys $(1\mp\mu)f''=|E|f$, with decay lengths $7.94\sqrt{0.28/1.9595}=3.00$ nm and $7.94\sqrt{1.72/1.9595}=7.44$ nm; the light one governs the far tail.

The numerical check tests the average by quadrature over rotations, the radial operators by Cartesian differentiation, and the energy by shooting on \eqref{rf} and \eqref{rg} and by diagonalising the full four-component Hamiltonian in Gaussians. The last gives a fourfold lowest even level at $1.9595\,R_0$. The lowest odd level found with $L\le3$ binds $0.82\,R_0$; that is a variational lower bound on its binding, so it supports but does not prove that $S_{3/2}$ is the ground state.

In the $L\le4$ basis the cubic shift is $-6.56\times10^{-4}$ and $-2.61\times10^{-3}\,R_0$ at $\delta=0.01$ and $0.02$, a ratio of $3.98$ against $4$ for a quadratic law. These shifts are not converged even at order $\delta^2$, because the spherical Hamiltonian couples $L=4$ to $L=6$ in the intermediate states; with $L\le6$ they are $-7.46\times10^{-4}$ and $-2.97\times10^{-3}\,R_0$, $14\%$ larger, with the same ratio. At $\delta=0.1$ the binding is $2.025\,R_0$ for $L\le4$ and $2.034\,R_0=12.3$ meV for $L\le6$. These are variational lower bounds; extending the basis to $L\le12$ leaves $2.034\,R_0$ unchanged in the digits shown, so the cubic term adds $3.8\%$ of the spherical binding.

\section{Where the result fails}

At $\mu=1$ a heavy state costs no kinetic energy, and the trial energy $-2\alpha$ is unbounded below; for $\mu>1$ its kinetic energy is negative. The limit $\mu\to1$ cannot be taken at fixed $\delta>0$. Along $[111]$ all $p_i^2$ are equal, so $D=0$, $O=9M$, and the heavy band has the coefficient $1-2\gamma_3/\gamma_1=1-\mu-\tfrac45\delta$, equal to $0.20$ in the model against the spherical $0.28$. Along $[100]$, $O=0$ and $D=9M$, so the coefficient is $1-2\gamma_2/\gamma_1=1-\mu+\tfrac65\delta$, which plays the same part for $\delta<0$. The heavy band is therefore nearly isotropic only for $|\delta|\ll1-\mu$. The model, with $\delta/(1-\mu)=0.36$, does not meet this condition, yet its cubic correction to the binding is $3.8\%$. The heavy radius $(1-\mu)a_0$, here $2.2$ nm, must stay large against the lattice constant, or the central cell, wave-vector-dependent screening and band terms beyond $p^2$ enter. The binding must stay very small against the spin-orbit splitting $\Delta$, or the $J=1/2$ band mixes in; the limit is reached slowly, and in the spherical six-band model with the same parameters the binding is still $4\%$ larger at $\Delta=10|E|$ and $0.6\%$ larger at $\Delta=100|E|$.

\section*{Numbers as computed}
\begin{verbatim}
gamma1, gamma2, gamma3 = 10, 3, 4; eps_r = 15
mu = 0.7200, delta = 0.1000, beta = 0.16279
R0 = 6.0470 meV, a0 = 7.9377 nm
m_h = 0.3571 m0, m_l = 0.0581 m0
heavy Rydberg = 3.5714 R0 = 21.596 meV, heavy radius = 2.223 nm
binding, Ritz = 1.959532 R0 = 11.849 meV
binding, shooting = 1.959532 R0
binding, 3D Gaussians (delta=0) = 1.95952 R0
eps_h = 0.54867 heavy Ry
lower bounds 3/(7(1-mu)) = 1.5306 R0, c/(1-mu) = 1.5572 R0
D weight = 0.2371, heavy weight = 0.8969
f'/f at r=1e-4 a0: -2.0771, formula at 0: -2.0764 1/a0
g'/f at r=1e-4 a0: -0.3743, formula at 0: -0.3738 1/a0
g/f at r=0.5 a0: Ritz -0.28231, shooting -0.28230
decay lengths: heavy 3.001 nm, light 7.437 nm
lowest odd level (L<=3) binding = 0.821 R0
cubic shift at delta=0.01, 0.02: -6.561e-04, -2.614e-03 R0, ratio 3.984
binding with cubic term: L<=4 2.0247 R0, L<=6 2.0336 R0 = 12.30 meV
trial (alpha=1): <p^2> = 7/3, <1/r> = 1, bound 3/7 = 0.42857 heavy Ry
c: Ritz 0.436005, momentum space 0.43600 heavy Ry
w0 = 1.6081, h(0) = w0/c = 3.6884 (heavy units)
a = 1.0852, b = 3.4153 heavy Ry
beta = 1e-03: (eps_h-c)/beta = 1.0019, (a-that)/sqrt(beta) = 2.633 heavy Ry
beta = 1e-04: (eps_h-c)/beta = 1.0546, (a-that)/sqrt(beta) = 3.055 heavy Ry
beta = 1e-05: (eps_h-c)/beta = 1.0748, (a-that)/sqrt(beta) = 3.264 heavy Ry
r^3 g at r = 200: -11.178, -3h(0) = -11.065 (heavy units)
mu, |E| (R0), (1-mu)|E| (heavy Ry), D weight
0.00  1.0000  1.0000  0.0000
0.10  1.0091  0.9082  0.0042
0.20  1.0374  0.8299  0.0170
0.30  1.0888  0.7621  0.0386
0.40  1.1708  0.7025  0.0693
0.50  1.2985  0.6493  0.1098
0.60  1.5029  0.6012  0.1607
0.70  1.8570  0.5571  0.2231
0.80  2.5802  0.5160  0.2983
0.90  4.7683  0.4768  0.3882
0.95  9.1447  0.4572  0.4400
0.99  44.0683  0.4407  0.4867
\end{verbatim}
